The Moving Interface in a Two-Phase Binary Diffusion Couple

Q. Two metals are joined, each dissolves a little of the other, and the interface between them moves. You claim that one equation fixes the motion. What exactly is being assumed?

A. The interface is planar. Phase α fills x < 0 at the start and phase β fills x > 0, both so thick that they may be taken as infinite. The components are A and B, and β is the phase richer in B. No third phase and no voids form. Let c be the volume fraction of B, with starting values C_L in α and C_R in β. Local equilibrium holds the composition at the interface at c_α on the α side and c_β on the β side, with

C_L ≤ c_α < c_β ≤ C_R.

The interdiffusion coefficients D_α and D_β are constants. The problem is classical and contains no quantum constant, so the equations hold in any consistent units, atomic units included.

Q. Why volume fraction? Atomic fraction is what a phase diagram gives.

A. Because atoms of different size make the material swell or shrink locally, and the frame must then be chosen with care. Suppose that each atom of A occupies a volume V_A and each atom of B a volume V_B, the same in both phases. With n_A and n_B atoms per unit volume,

n_A V_A + n_B V_B = 1.

The left side cannot change in time, so the total volume flux has no divergence and is uniform within each phase. It is also continuous at the interface, because the total volume fraction is 1 on both sides. The far left end is at rest, so the flux is zero everywhere. The laboratory frame is therefore the volume-fixed frame, and V_A and V_B need not be equal. With c = n_B V_B, the volume flux of B and its balance are

J = −D ∂c/∂x,
∂c/∂t = D ∂²c/∂x² in each phase.

An atomic fraction x_B is converted by

c = x_B V_B / [x_B V_B + (1 − x_B) V_A].

Q. Diffusion inside the phases does not say how the interface moves. What does?

A. Conservation of B does. Put the interface, at x = s(t), inside a thin box with fixed walls. When s advances by ds, a slice of β with composition c_β becomes α with composition c_α, so the content of the box changes by (c_α − c_β) ds. The change of content within the two phases vanishes as the box is made thinner. What enters on the left minus what leaves on the right must equal the change:

(c_α − c_β) ds/dt = J_α − J_β,

where both fluxes are taken at the interface.

Q. You still have an unknown function s(t). Why should a single number be enough?

A. The data contain compositions and diffusivities but no length and no time. If c(x, t) and s(t) solve the problem, so do c(kx, k²t) and s(k²t)/k for any k > 0, with the same starting and interface values. If the solution is unique, the two must coincide. Then s(k²t) = k s(t), which means that s is proportional to √t, and c depends on x and t through λ = x/√t alone. Write

s = 2K√t, ds/dt = K/√t.

K has the dimension of √D and may have either sign. A positive K means that the interface moves into β.

Q. Then solve for the profiles.

A. With c = f(λ), the chain rule gives ∂c/∂t = −(λ/2t) f′ and ∂²c/∂x² = f″/t. The diffusion equation becomes

D f″ = −(λ/2) f′.

This is a first-order equation for f′, with the solution f′ = const · exp(−λ²/4D). In α the profile must reach C_L at λ → −∞, so I integrate from there. The substitution y = −2√D_α z gives

∫ from −∞ to λ of exp(−y²/4D_α) dy = √(πD_α) erfc(−λ/2√D_α).

The constant follows from c = c_α at λ = 2K. With a = c_α − C_L,

c = C_L + a erfc(−x/2√(D_α t)) / erfc(−K/√D_α), for x < s.

In β the integral runs from λ to +∞. With b = C_R − c_β,

c = C_R − b erfc(x/2√(D_β t)) / erfc(K/√D_β), for x > s.

Both numbers a and b are zero or positive.

Q. Signs are easily lost in the next step. Show the fluxes.

A. The derivative of erfc(z) is −(2/√π) exp(−z²). In α, z = −x/2√(D_α t) brings a second minus sign, so the slope is positive. At x = s, z² = K²/D_α, and

∂c/∂x = a exp(−K²/D_α) / [√(πD_α t) erfc(−K/√D_α)].

The exponential and the erfc combine into the scaled function erfcx(u) = exp(u²) erfc(u). Multiplying by −D_α gives

J_α = −a√D_α / [√(πt) erfcx(−K/√D_α)].

In β, the minus sign in front of b and the minus sign from the derivative of erfc cancel, so the slope is again positive:

J_β = −b√D_β / [√(πt) erfcx(K/√D_β)].

Both fluxes are negative or zero: B flows to the left, towards the B-poor phase. Now let Δ = c_β − c_α. The interface balance reads −ΔK/√t = J_α − J_β. Multiplying it by −√(πt) removes the time:

√π Δ K = a√D_α / erfcx(−K/√D_α) − b√D_β / erfcx(K/√D_β).

This is the transcendental equation for K. That t has dropped out confirms that s = 2K√t satisfies the interface balance at every moment.

Q. A transcendental equation may have several roots, or none. Which one would the interface choose?

A. There is one root. Completing the square in the exponent gives

erfcx(u) = (2/√π) ∫ from 0 to ∞ of exp(−y² − 2uy) dy,

and the integrand falls as u rises, so erfcx decreases. Consider

G(K) = √π Δ K − a√D_α / erfcx(−K/√D_α) + b√D_β / erfcx(K/√D_β).

As K rises, erfcx(−K/√D_α) rises and the second term, with its minus sign, does not fall. The factor erfcx(K/√D_β) falls, so the third term does not fall either. The first term rises strictly, and so does G. For K → +∞ the second term vanishes and the third is not negative, so G → +∞. For K → −∞ the third term vanishes and the second is not positive, so G → −∞. G is continuous, and it therefore crosses zero once.

The root can also be confined. If K ≥ 0, then erfcx(−K/√D_α) ≥ 1, and the right side of the transcendental equation is at most a√D_α. If K < 0, the same upper bound holds trivially. The mirror argument gives the lower bound:

−b√D_β ≤ √π Δ K ≤ a√D_α.

Q. Can I tell the direction of motion without solving?

A. Yes. Since erfcx(0) = 1, G(0) = b√D_β − a√D_α. G is increasing, so its root is positive when G(0) is negative. K has the sign of

a√D_α − b√D_β.

The first term measures how strongly α draws B out of the interface, which consumes β. The second measures how strongly β draws in A, which consumes α. For given a and b, the gap Δ does not affect the direction. It sets how much B must be moved for each unit of advance.

Take a model couple with C_L = 0.2, c_α = 0.3, c_β = 0.5, C_R = 0.9, D_α = 0.5 and D_β = 1. Here a√D_α = 0.071 and b√D_β = 0.4, so α must shrink. The numerical root is K = −0.371.

Q. Show me limits in which I can recognise the result.

A. First let β start at its equilibrium composition, so that b = 0. With u = K/√D_α the equation becomes

√π u exp(u²) erfc(−u) = a/Δ.

This is a one-sided problem, and D_β has disappeared because nothing diffuses in β. For a/Δ = 1 the root is u = 0.358. For small a/Δ, u ≈ a/(√πΔ).

Next let the gap close, Δ → 0, with equal diffusivities D and with a and b positive. The left side vanishes. With u = K/√D, the common factor exp(−u²) cancels and leaves

a / erfc(−u) = b / erfc(u).

Since erfc(±u) = 1 ∓ erf(u), this gives erf(u) = (a − b)/(a + b). A single-phase couple has the profile c = C_L + (a + b)[1 + erf(x/2√(Dt))]/2, and setting c = C_L + a there gives the same u. The interface has become an ordinary plane of constant composition.

Q. And if the interface moves slowly compared with diffusion?

A. Then K is small beside √D_α and √D_β. To first order 1/erfcx(u) ≈ 1 + 2u/√π. The two terms on the right become a√D_α − 2aK/√π and b√D_β + 2bK/√π. Collecting K on the left,

K ≈ (a√D_α − b√D_β) / [√πΔ + 2(a + b)/√π].

Q. I would like to see a real pair of metals.

A. Take silver on the left and copper on the right, held at 1000 K for one hour. This pair has two terminal solid solutions and no intermediate phase, and 1000 K lies below its eutectic temperature. B is copper. The material inputs are rough typical values. The copper atomic fraction at the interface is 0.12 on the silver side and 0.96 on the copper side. The lattice parameters are 0.409 nm for silver and 0.361 nm for copper. A face-centred cubic cell holds four atoms, so the atomic volumes are 0.01710 and 0.01176 nm³, and the conversion gives

c_α = 0.0857, c_β = 0.9429.

Both metals start pure, so a = 0.0857, b = 0.0571 and Δ = 0.8571. For the diffusivities I use prefactors of 1.2 × 10¹⁴ nm²/s in silver and 0.6 × 10¹⁴ nm²/s in copper, with an activation energy of 2.0 eV in both. With kT = 0.08617 eV,

D_α = 9991 nm²/s, D_β = 4996 nm²/s.

The two competing terms are a√D_α = 8.569 and b√D_β = 4.038, in nm/√s. The first is larger, so copper is consumed. The bounds place K between −2.66 and 5.64 nm/√s, and a numerical root search in that interval gives K = 2.696 nm/√s. Inserting the root shows the balance:

8.569/1.0312 − 4.038/0.9584 = 4.096,
√π × 0.8571 × 2.696 = 4.096,

equal within the rounding. After 3600 s, with √t = 60 √s,

s = 2 × 2.696 × 60 ≈ 324 nm = 0.324 µm.

The slow-interface formula gives (8.569 − 4.038)/(1.5192 + 0.1612) = 2.696 nm/√s, the same to this accuracy. It works here because K/√D_α = 0.027 and K/√D_β = 0.038 are both small.

Q. How much copper has crossed the original joint? I would guess 324 nm of it.

A. More than that. Far from the joint nothing changes, so all copper gained at x < 0 was lost at x > 0:

∫ from −∞ to 0 of (c − C_L) dx = ∫ from 0 to ∞ of (C_R − c) dx.

The original joint is thus the plane of equal gain and loss, called the Matano plane. Integrating the profiles numerically gives 563 nm on each side, expressed as a thickness of pure copper. The slab between the joint and the interface is now silver-rich, with c between 0.083 and 0.086, and accounts for about 0.9155 × 323.6 ≈ 296 nm. The other 267 nm was lost from the remaining copper phase, where silver has taken its place. The interface position alone therefore does not measure the amount transferred.

Q. I could have put atomic fractions into your equation. Would it matter?

A. In this couple it matters a great deal. With 0.12 and 0.96 inserted directly and the same diffusivities, the equation gives 659 nm, about twice the former value. Then a rises from 0.086 to 0.12 while b falls from 0.057 to 0.04, so the larger term grows and the smaller one shrinks. Their difference roughly doubles.

Q. That worries me. If the answer is such a delicate difference, how far would you trust 324 nm for a real couple?

A. Only as the model's answer for these inputs, not as a prediction for a real couple. With D_α halved and D_β doubled, the shift would be only about 25 nm, so errors of a factor of two in the diffusivities can change even the order of magnitude. Lowering the solubility on the silver side from 0.12 to 0.11, with all else fixed, reduces the shift to 270 nm: a change of 8% in the input gives 17% in the result. A temperature 10 K higher, with the solubilities held fixed, gives 363 nm. Real alloys also break the assumption of constant diffusivity. To size this, I took an excess free energy per atom, in units of kT, of the form

w₁x_B²(1 − x_B) + w₂x_B(1 − x_B)²,

and fixed w₁ = 3.46 and w₂ = 2.45 by requiring a common tangent at the two solubilities. Each diffusivity was then multiplied by the thermodynamic factor, which is 1 plus x_B(1 − x_B) times the second derivative of this expression. The factor is 1 in the pure metals and falls to 0.62 and 0.67 at the silver and copper sides of the interface. Solving the similarity equation numerically with these diffusivities gives 277 nm, 14% less than before. Other causes of composition dependence are left out of this estimate.

Q. And your additive volumes?

A. They are an approximation too. If the lattice parameter, rather than the volume, varies linearly with atomic fraction, the alloyed zones are denser than assumed. Integrated over the calculated profiles, with the whole volume change taken up along x, the couple shortens by about 42 nm. That is 13% of the interface shift, so at this level it matters which end of the couple serves as the reference for position.

Q. Grain boundaries carry atoms faster than the crystal does.

A. Suppose, as rough values, a boundary width of 0.5 nm, grains of 100 µm and a boundary diffusivity 10⁴ times that of the crystal. Counting two boundary walls per grain along the flux, the effective diffusivity gains 2 × (0.5/10⁵) × 10⁴ = 10%. If both phases gain equally, K grows as √D and the average shift becomes about 339 nm. This is only a rough estimate. A single effective diffusivity strictly requires a diffusion length well above the grain size, whereas here √(D_α t) is only about 6 µm, and the interface need not stay flat near the boundaries. Finer grains would raise this contribution in inverse proportion to their size, as long as this simple addition holds.

Q. Your interface speed K/√t is infinite at t = 0. Surely local equilibrium fails there.

A. It does. Suppose that crossing the interface costs no more than one ordinary atomic jump over a lattice parameter ℓ. A composition offset δc then drives a flux of about D_α δc/ℓ. The flux to be carried is about a√D_α/√(πt), so

δc/a ≈ ℓ/√(πD_α t).

After one hour this is 4 × 10⁻⁵. It reaches 1% at about 0.05 s, so under this supposition local equilibrium is a good approximation for nearly the whole anneal. A slower interface reaction, such as one hindered by an oxide film, would need its own rate law and would bring a length into the problem. The √t law would then fail at early times.

Q. What else would spoil the √t law?

A. Anything that supplies a length or a time. A finite couple does so once diffusion reaches its ends. At a distance 4√(D_α t), which is 24 µm after one hour, the composition change has fallen below 1% of its interface value, so thicker layers behave as infinite ones here. A changing temperature also breaks the law. A diffusivity that depends on composition alone does not: the scaling argument survives, s remains proportional to √t, and only the error functions and the explicit equation for K are lost.

The proof of a single root has its own condition. If a phase starts supersaturated, a or b becomes negative and the monotonicity argument given here no longer applies as it stands. A flat interface is then also an assumption that needs separate justification.
